# From the RRKM rate to the canonical transition-state rate: a numerical check

```python
"""
Result under test: the Boltzmann average of the RRKM rate
    k(E) = W(E - E0) / (h rho(E))
over the reactant density of states rho(E) equals the canonical rate
    k(T) = (kB T / h) (Q_ts / Q_re) exp(-E0 / kB T).
W     : number of transition-state levels up to the given excess energy
E0    : transition-state ground level minus reactant ground level
Q_re  : reactant partition function, from its own ground level
Q_ts  : transition-state partition function without reaction coordinate
Energies are in eV, times in s, temperatures in K, unless marked as model units.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import null_space

KB = const.k / const.e
H = const.h / const.e
REACTANT = [0.011, 0.016, 0.023, 0.040, 0.060, 0.080, 0.100, 0.130, 0.450]
TS = [0.015, 0.025, 0.030, 0.050, 0.070, 0.110, 0.120, 0.150]
TS_TIGHT = [0.025, 0.035, 0.040, 0.050, 0.070, 0.110, 0.120, 0.150]
E0, E0_TIGHT = 0.90, 0.86
E_MAX = 3.0
STEP = 0.001
T_MAIN = 500.0
PULSE = 0.1
BARRIER_QUANTUM = 0.130   # hbar times the magnitude of the imaginary frequency


def level_counts(quanta, step):
    """Number of harmonic levels at each multiple of step, by direct counting."""
    counts = np.zeros(round(E_MAX / step) + 1)
    counts[0] = 1.0
    for quantum in quanta:
        stride = round(quantum / step)
        for start in range(stride):
            counts[start::stride] = np.cumsum(counts[start::stride])
    return counts


def reactant_density(step):
    """Cell-centre energies and density of states (levels shared by two cells)."""
    padded = np.concatenate(([0.0], level_counts(REACTANT, step)))
    energy = (np.arange(len(padded) - 1) - 0.5) * step
    return energy, (padded[:-1] + padded[1:]) / (2 * step)


def sum_of_states(quanta, threshold, step):
    """Number of transition-state levels below each cell-centre energy."""
    cumulative = np.cumsum(level_counts(quanta, step))
    shift = round(threshold / step)
    result = np.zeros(len(cumulative))
    result[shift + 1:] = cumulative[:len(cumulative) - shift - 1]
    return result


def rrkm(w, rho):
    assert np.all(rho[w > 0] > 0)
    return np.divide(w, H * rho, out=np.zeros_like(w), where=rho > 0)


def boltzmann_average(values, energy, rho, temperature):
    weight = rho * np.exp(-energy / (KB * temperature))
    return np.sum(values * weight) / np.sum(weight)


def q_harmonic(quanta, temperature):
    return np.prod(1 / (1 - np.exp(-np.array(quanta) / (KB * temperature))))


def canonical_rate(temperature, quanta=TS, threshold=E0):
    ratio = q_harmonic(quanta, temperature) / q_harmonic(REACTANT, temperature)
    return KB * temperature / H * ratio * np.exp(-threshold / (KB * temperature))


# --- Flux formulas against counted trajectories (model units, hbar = 1) ---
rng = np.random.default_rng(7)
omega = np.array([1.0, 1.7, 2.6])
normal = np.array([0.60, 0.64, 0.48])
plane = np.sqrt(2 * np.sum(normal**2 / omega**2))  # lowest energy on plane is 1
basis = null_space(normal[None, :])
omega_ts = np.sqrt(np.linalg.eigvalsh(basis.T @ np.diag(omega**2) @ basis))


def counted_flux(phase_points, duration=8.0, steps=400):
    """Upward crossings of the plane per trajectory and unit time."""
    z = phase_points[:, :3] + 1j * phase_points[:, 3:]
    turn = np.exp(-1j * omega * duration / steps)
    below = z.real @ (normal / omega) < plane
    crossings = 0
    for _ in range(steps):
        z *= turn
        now_below = z.real @ (normal / omega) < plane
        crossings += np.count_nonzero(below & ~now_below)
        below = now_below
    return crossings / (len(z) * duration)


e_model, kt_model = 3.0, 0.7
points = rng.normal(size=(100000, 6))
shell = points / np.linalg.norm(points, axis=1)[:, None] * np.sqrt(2 * e_model)
micro_counted = counted_flux(shell)
canon_counted = counted_flux(rng.normal(size=(100000, 6)) * np.sqrt(kt_model))
w_model = (e_model - 1)**2 / (2 * np.prod(omega_ts))
rho_model = e_model**2 / (2 * np.prod(omega))
micro_formula = w_model / (2 * np.pi * rho_model)
canon_formula = (kt_model / (2 * np.pi) * np.prod(kt_model / omega_ts)
                 / np.prod(kt_model / omega) * np.exp(-1 / kt_model))
# Sampling noise is below about one percent.
assert abs(micro_counted / micro_formula - 1) < 0.03
assert abs(canon_counted / canon_formula - 1) < 0.03

# --- Counting of states against explicit enumeration ---
ts_mev = [round(1000 * q) for q in TS]
ranges = [range(200 // q + 1) for q in ts_mev]
enumerated = sum(1 for n in itertools.product(*ranges)
                 if sum(a * b for a, b in zip(n, ts_mev)) <= 200)
assert enumerated == np.cumsum(level_counts(TS, STEP))[200]

# --- Main identity at three temperatures, and its grid convergence ---
energy, rho = reactant_density(STEP)
w_ts = sum_of_states(TS, E0, STEP)
k_e = rrkm(w_ts, rho)
temperatures = [450.0, 500.0, 550.0]
averages = [boltzmann_average(k_e, energy, rho, t) for t in temperatures]
formulas = [canonical_rate(t) for t in temperatures]
for average, formula in zip(averages, formulas):
    # Cells of finite width give an error of order (step / kB T)^2.
    assert abs(average / formula - 1) < 2e-4
fine_energy, fine_rho = reactant_density(STEP / 2)
fine_k = rrkm(sum_of_states(TS, E0, STEP / 2), fine_rho)
k_main = canonical_rate(T_MAIN)
error_coarse = boltzmann_average(k_e, energy, rho, T_MAIN) / k_main - 1
error_fine = boltzmann_average(fine_k, fine_energy, fine_rho, T_MAIN) / k_main - 1
assert 3.9 < error_coarse / error_fine < 4.1

# --- Activation energy as a difference of mean energies ---
kt = KB * T_MAIN
beta = 1 / kt
mean_all = boltzmann_average(energy, energy, rho, T_MAIN)
mean_reacting = (boltzmann_average(k_e * energy, energy, rho, T_MAIN)
                 / boltzmann_average(k_e, energy, rho, T_MAIN))
db = 1e-4 * beta
activation = -(np.log(canonical_rate(1 / (KB * (beta + db))))
               - np.log(canonical_rate(1 / (KB * (beta - db))))) / (2 * db)
assert abs(mean_reacting - mean_all - activation) < 3e-5
ts_counts = level_counts(TS, STEP)
ts_energy = np.arange(len(ts_counts)) * STEP
ts_weight = ts_counts * np.exp(-beta * ts_energy)
mean_ts = np.sum(ts_energy * ts_weight) / np.sum(ts_weight)
assert abs(E0 + kt + mean_ts - mean_reacting) < 3e-5
reacting_cdf = np.cumsum(w_ts * np.exp(-beta * energy))
reacting_cdf /= reacting_cdf[-1]
e10, e90 = (energy[np.searchsorted(reacting_cdf, f)] for f in (0.1, 0.9))


# --- Tunnelling through a symmetric Eckart barrier of height E0 ---
def transmission(e):
    a = 2 * np.pi * np.sqrt(e * E0) / BARRIER_QUANTUM
    b = np.pi / 2 * np.sqrt(16 * E0**2 / BARRIER_QUANTUM**2 - 1)
    return np.sinh(a)**2 / (np.sinh(a)**2 + np.cosh(b)**2)


def transmission_by_integration(e):
    """Schroedinger equation with hbar = mass = 1, from outgoing wave back."""
    width = np.sqrt(2 * E0) / BARRIER_QUANTUM
    k, edge = np.sqrt(2 * e), 12 * width

    def slope(x, y):
        return [y[1], 2 * (E0 / np.cosh(x / width)**2 - e) * y[0]]
    start = np.exp(1j * k * edge)
    end = solve_ivp(slope, (edge, -edge), [start, 1j * k * start],
                    method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    return 1 / abs((end[0] + end[1] / (1j * k)) / 2)**2


for e_test in (0.80, 0.90):
    assert abs(transmission_by_integration(e_test) / transmission(e_test) - 1) < 1e-4
kappa = beta * quad(lambda e: transmission(e) * np.exp(-beta * (e - E0)),
                    0, E0 + 40 * kt, points=[E0], limit=300)[0]
cell = (np.arange(len(ts_counts)) + 0.5) * STEP
open_channels = np.convolve(ts_counts, transmission(cell))[:len(cell)]
k_tunnel = (STEP * np.sum(open_channels * np.exp(-beta * cell))
            / (H * q_harmonic(REACTANT, T_MAIN)))
assert abs(k_tunnel / (kappa * k_main) - 1) < 2e-4
eckart_width = (np.sqrt(2 * E0 * const.e / const.m_p)
                / (BARRIER_QUANTUM * const.e / const.hbar)) / const.angstrom


# --- Softest reactant mode as a threefold hindered rotor ---
def rotor_ratio(barrier, m_max):
    """Partition function per well over that of the harmonic mode."""
    rot = REACTANT[0]**2 / (9 * barrier)
    m = np.arange(-m_max, m_max + 1)
    off = np.full(len(m) - 3, -barrier / 4)
    ham = np.diag(rot * m**2 + barrier / 2) + np.diag(off, 3) + np.diag(off, -3)
    levels = np.linalg.eigvalsh(ham)
    q_rotor = np.sum(np.exp(-beta * (levels - levels[0]))) / 3
    return q_rotor / q_harmonic(REACTANT[:1], T_MAIN)


assert abs(rotor_ratio(2.0, 450) - 1) < 0.01   # stiff limit is harmonic
ROTOR_BARRIER = 0.05
rotor = rotor_ratio(ROTOR_BARRIER, 100)

# --- Finite energy exchange with the solid ---
population = rho * np.exp(-beta * energy)
population /= population.sum()


def exchange_rate(gamma, p, k):
    return np.sum(p * k * gamma / (gamma + k))


p_bin = population[:3000].reshape(300, 10).sum(axis=1)
k_bin = (population * k_e)[:3000].reshape(300, 10).sum(axis=1) / p_bin
gamma_test = 1e11
root = np.sqrt(p_bin / p_bin.sum())
master = gamma_test * (np.outer(root, root) - np.eye(300)) - np.diag(k_bin)
slowest = -np.linalg.eigvalsh(master)[-1]
assert abs(slowest / exchange_rate(gamma_test, p_bin, k_bin) - 1) < 1e-3
exchange = {g: exchange_rate(g, population, k_e) / np.sum(population * k_e)
            for g in (1e13, 1e12, 1e11)}

# --- Dividing surface chosen anew at each energy ---
w_tight = sum_of_states(TS_TIGHT, E0_TIGHT, STEP)
k_tight = canonical_rate(T_MAIN, TS_TIGHT, E0_TIGHT)
k_min = boltzmann_average(rrkm(np.minimum(w_ts, w_tight), rho), energy, rho, T_MAIN)
assert k_min < 0.999 * min(k_main, k_tight)

# --- Output ---
print("Reactant quanta (eV):", *[f"{q:.3f}" for q in REACTANT])
print("Transition-state quanta (eV):", *[f"{q:.3f}" for q in TS])
print(f"Threshold E0: {E0:.2f} eV")
bare = E0 + (sum(REACTANT) - sum(TS)) / 2
print(f"Barrier without zero-point energies: {bare:.3f} eV")
print(f"Main temperature: {T_MAIN:.0f} K, kB T = {kt:.5f} eV")
print(f"Trajectory test, fixed energy: counted {micro_counted:.4f}, "
      f"formula {micro_formula:.4f} (model units)")
print(f"Trajectory test, thermal: counted {canon_counted:.4f}, "
      f"formula {canon_formula:.4f} (model units)")
print(f"Levels up to 0.20 eV excess, enumerated: {enumerated}")
for centre in (0.95, 1.10, 1.30):
    window = abs(energy - centre) < 0.010
    w_mean, rho_mean = w_ts[window].mean(), rho[window].mean()
    print(f"E = {centre:.2f} eV (20 meV window): W = {w_mean:.4g}, "
          f"rho = {rho_mean:.4g} /eV, k(E) = {w_mean / (H * rho_mean):.3e} /s")
print(f"Q reactant: {q_harmonic(REACTANT, T_MAIN):.3f}")
print(f"Q transition state: {q_harmonic(TS, T_MAIN):.3f}")
print(f"Q ratio: {q_harmonic(TS, T_MAIN) / q_harmonic(REACTANT, T_MAIN):.4f}")
print(f"kB T / h: {kt / H:.4e} /s")
print(f"exp(-E0 / kB T): {np.exp(-beta * E0):.4e}")
for t, average, formula in zip(temperatures, averages, formulas):
    print(f"T = {t:.0f} K: averaged RRKM {average:.5e} /s, canonical {formula:.5e} /s")
print(f"Relative grid error, 1.0 meV step: {error_coarse:.3e}")
print(f"Relative grid error, 0.5 meV step: {error_fine:.3e}")
print(f"Mean waiting time at main temperature: {1 / k_main:.3e} s")
print(f"Pulse length (rough typical value): {PULSE:.1f} s")
print(f"Pulse length over waiting time: {PULSE * k_main:.1f}")
print(f"Mean energy of all reactants: {mean_all:.4f} eV")
print(f"Mean energy of reacting ones: {mean_reacting:.4f} eV")
print(f"Mean transition-state vibrational energy: {mean_ts:.4f} eV")
print(f"Activation energy from slope: {activation:.4f} eV")
print(f"Middle 80 percent of reaction: {e10:.3f} to {e90:.3f} eV")
print(f"Barrier quantum for tunnelling: {BARRIER_QUANTUM:.3f} eV")
print(f"Eckart length for proton mass: {eckart_width:.3f} angstrom")
print(f"Tunnelling factor kappa: {kappa:.3f}")
print(f"Rate with tunnelling, summed over channels: {k_tunnel:.4e} /s")
print(f"Hindered-rotor barrier: {ROTOR_BARRIER:.2f} eV")
print(f"Rotor over harmonic partition function: {rotor:.3f}")
print(f"Rate factor from hindered rotor: {1 / rotor:.3f}")
for gamma, factor in exchange.items():
    print(f"Rate factor, energy exchange {gamma:.0e} /s: {factor:.4f}")
print(f"Slowest master-equation rate at {gamma_test:.0e} /s: {slowest:.4e} /s")
print("Tighter surface quanta (eV):", *[f"{q:.3f}" for q in TS_TIGHT])
print(f"Tighter surface threshold: {E0_TIGHT:.2f} eV")
print(f"Canonical rate, tighter surface: {k_tight:.4e} /s")
print(f"Rate with smallest W at each energy: {k_min:.4e} /s")
print(f"That rate over the better fixed surface: {k_min / min(k_main, k_tight):.4f}")
print(f"Rate factor for 0.05 eV barrier error: {np.exp(0.05 * beta):.3f}")
print("finished without a failed check")
```

Running it gives:

```
Reactant quanta (eV): 0.011 0.016 0.023 0.040 0.060 0.080 0.100 0.130 0.450
Transition-state quanta (eV): 0.015 0.025 0.030 0.050 0.070 0.110 0.120 0.150
Threshold E0: 0.90 eV
Barrier without zero-point energies: 1.070 eV
Main temperature: 500 K, kB T = 0.04309 eV
Trajectory test, fixed energy: counted 0.0963, formula 0.0966 (model units)
Trajectory test, thermal: counted 0.0520, formula 0.0521 (model units)
Levels up to 0.20 eV excess, enumerated: 530
E = 0.95 eV (20 meV window): W = 9, rho = 6.143e+07 /eV, k(E) = 3.543e+07 /s
E = 1.10 eV (20 meV window): W = 505.5, rho = 1.464e+08 /eV, k(E) = 8.349e+08 /s
E = 1.30 eV (20 meV window): W = 1.136e+04, rho = 4.066e+08 /eV, k(E) = 6.754e+09 /s
Q reactant: 105.154
Q transition state: 33.314
Q ratio: 0.3168
kB T / h: 1.0418e+13 /s
exp(-E0 / kB T): 8.4801e-10
T = 450 K: averaged RRKM 2.62899e+02 /s, canonical 2.62928e+02 /s
T = 500 K: averaged RRKM 2.79874e+03 /s, canonical 2.79899e+03 /s
T = 550 K: averaged RRKM 1.94720e+04 /s, canonical 1.94734e+04 /s
Relative grid error, 1.0 meV step: -8.977e-05
Relative grid error, 0.5 meV step: -2.244e-05
Mean waiting time at main temperature: 3.573e-04 s
Pulse length (rough typical value): 0.1 s
Pulse length over waiting time: 279.9
Mean energy of all reactants: 0.1844 eV
Mean energy of reacting ones: 1.1026 eV
Mean transition-state vibrational energy: 0.1596 eV
Activation energy from slope: 0.9183 eV
Middle 80 percent of reaction: 0.970 to 1.258 eV
Barrier quantum for tunnelling: 0.130 eV
Eckart length for proton mass: 0.665 angstrom
Tunnelling factor kappa: 1.515
Rate with tunnelling, summed over channels: 4.2419e+03 /s
Hindered-rotor barrier: 0.05 eV
Rotor over harmonic partition function: 1.159
Rate factor from hindered rotor: 0.863
Rate factor, energy exchange 1e+13 /s: 0.9998
Rate factor, energy exchange 1e+12 /s: 0.9981
Rate factor, energy exchange 1e+11 /s: 0.9825
Slowest master-equation rate at 1e+11 /s: 2.7499e+03 /s
Tighter surface quanta (eV): 0.025 0.035 0.040 0.050 0.070 0.110 0.120 0.150
Tighter surface threshold: 0.86 eV
Canonical rate, tighter surface: 3.1048e+03 /s
Rate with smallest W at each energy: 2.4113e+03 /s
That rate over the better fixed surface: 0.8615
Rate factor for 0.05 eV barrier error: 3.191
finished without a failed check
```
